Bilayer curvature beyond Stoney and the modulus ratio of one quarter

A stress read from wafer curvature with Stoney's formula can be wrong by much more than the ratio of film to substrate thickness suggests. Take a film one twentieth as thick as its substrate. If the two layers have equal biaxial moduli, the formula returns a mismatch stress 13.6% too low. If the film has one tenth of the substrate's modulus, the result is 2.8% too high. If it has one quarter, the error is 0.37%. The thickness ratio is the same in all three cases, so thinness alone does not decide how good the formula is. The curvature of a bilayer of finite thickness shows what does.

**The quantities and the claim**

A uniform film of thickness h_f is bonded to a uniform substrate of thickness h_s. Both are linear elastic and isotropic in the plane. The faces are free, so the normal stress vanishes. For equal in-plane stresses σ, Hooke's law gives the strain ε = (σ − νσ)/E, hence

σ = Mε, M = E/(1 − ν).

M is the biaxial modulus, E Young's modulus and ν Poisson's ratio. The layers have moduli M_f and M_s, and

h = h_f/h_s, m = M_f/M_s.

The mismatch strain e_m is the elastic strain of the film while the substrate is held flat and unstrained. It is positive for a film in tension and is taken as uniform through the film. The mismatch stress is σ_m = M_f e_m. The curvature k is positive when the film side is concave, as a tensile film makes it. The algebra contains no physical constants, so it holds in atomic units, with lengths in bohr and moduli in hartree per cubic bohr, as in any other consistent set.

Stoney's formula, written with the mismatch stress and the thickness of the substrate alone, is

k_St = 6σ_m h_f/(M_s h_s²) = 6 e_m m h/h_s. (1)

The claim is that k = k_St R, with

R = (1 + h)/D, D = 1 + 4mh + 6mh² + 4mh³ + m²h⁴, (2)

and that the term of R linear in h vanishes when m = 1/4.

**First derivation: least elastic energy**

Let z be the height above the substrate's midplane, increasing towards the film. Away from the edges the plate bends into a shallow sphere and straight normals stay straight. The in-plane strain, measured from the flat unstrained substrate, is then

ε_tot = e₀ − kz.

The minus sign says that material on the concave side is shortened. The elastic strain is ε = e₀ − kz in the substrate and ε = e₀ − kz + e_m in the film.

Two equal in-plane stresses do work, so the energy density is ½(σε + σε) = Mε². The energy per area is

U = ∫ M ε² dz.

Since ∂ε/∂e₀ = 1 and ∂ε/∂k = −z, setting the two derivatives of U to zero gives

∫ σ dz = 0, ∫ σ z dz = 0. (3)

These are the balances of force and moment. U is a positive definite quadratic form in e₀ and k plus linear and constant terms, so it has a single minimum.

In the substrate, z runs from −h_s/2 to h_s/2, and the integrals of 1, z and z² are h_s, 0 and h_s³/12. In the film, z runs from h_s/2 to h_s/2 + h_f, and the same integrals are

h_f, h_f(h_s + h_f)/2, h_f(h_s²/4 + h_s h_f/2 + h_f²/3).

Define the pure numbers a = e₀/e_m and K = k h_s/e_m. Dividing the force balance by M_s h_s e_m and the moment balance by M_s h_s² e_m gives

a + mh(a + 1) − ½mh(1 + h)K = 0, (4)

½mh(1 + h)(a + 1) = [1/12 + mh(1/4 + h/2 + h²/3)]K. (5)

Adding 1 to both sides of (4) and solving for a + 1,

a + 1 = [1 + ½mh(1 + h)K]/(1 + mh).

Put this into (5), multiply by 12(1 + mh), and collect the terms in K:

6mh(1 + h) = K{(1 + mh)(1 + 3mh + 6mh² + 4mh³) − 3m²h²(1 + h)²}.

The first product in the braces is

1 + 4mh + 6mh² + 4mh³ + 3m²h² + 6m²h³ + 4m²h⁴.

The subtracted term is 3m²h² + 6m²h³ + 3m²h⁴. It removes the terms in m²h² and m²h³ and leaves m²h⁴, so the braces equal D. Therefore

K = 6mh(1 + h)/D, (6)

which is (2), because Stoney's formula corresponds to K = 6mh.

To expand at fixed m, write D = 1 + u with u = 4mh + 6mh² + O(h³). Then

1/D = 1 − u + u² − … = 1 − 4mh + (16m² − 6m)h² + O(h³).

Multiplication by 1 + h adds h to the first-order term and −4mh² to the second-order term:

R = 1 + (1 − 4m)h + (16m² − 10m)h² + O(h³). (7)

The linear term vanishes for m = 1/4 and for no other value. There the second coefficient is 1 − 5/2 = −3/2, so

R = 1 − (3/2)h² + O(h³) at m = 1/4. (8)

The expansion needs mh to be small as well as h. A thin film that is very much stiffer than its substrate can violate this.

**Second derivation: cut the layers apart and rejoin them**

Now treat the layers as two separate plates. The film carries a tensile force F per unit width and the substrate carries −F, so the forces balance. Both plates have curvature k; the difference between their radii, of the order of the thickness, is neglected.

Bending a layer of thickness h_i about its own midplane produces the stress −M_i k z′, where z′ is the height above that midplane. Its moment is −M_i h_i³k/12. The forces F and −F act at midplanes a distance (h_s + h_f)/2 apart. Zero total moment therefore requires

F(h_s + h_f)/2 = k(M_s h_s³ + M_f h_f³)/12. (9)

Solving for the force,

F = M_s h_s² k(1 + mh³)/[6(1 + h)]. (10)

The surfaces that meet at the interface must have the same total strain. The top of the substrate has strain −F/(M_s h_s) − kh_s/2. The bottom of the film lies at z′ = −h_f/2, so its elastic strain is F/(M_f h_f) + kh_f/2, and its total strain is smaller by e_m. Equating the two and rearranging,

e_m = F[1/(M_f h_f) + 1/(M_s h_s)] + k(h_s + h_f)/2. (11)

The square bracket equals (1 + mh)/(mh M_s h_s). With (10),

e_m = k h_s[(1 + mh)(1 + mh³) + 3mh(1 + h)²]/[6mh(1 + h)].

The numerator in square brackets is

1 + mh + mh³ + m²h⁴ + 3mh + 6mh² + 3mh³ = D.

This is (6) again.

The second route also shows where the number 4 comes from. To leading order the film pulls with F = M_f e_m h_f. This contracts the substrate uniformly by F/(M_s h_s) = mh e_m. It also bends it, and by Stoney's formula the bending shortens the top surface by kh_s/2 = 3mh e_m. The film follows that surface and loses the fraction 4mh of its stress. Meanwhile the force acts at the film's midplane rather than at the interface, which lengthens its lever arm from h_s/2 to (h_s + h_f)/2, a gain of the fraction h. The film's own bending stiffness enters (9) through mh³ and does not matter at this order. Gain and loss cancel when h = 4mh. Thus m = 1/4 marks a balance of two errors, each of which is still present.

**Which stress, and which thickness**

The value 1/4 belongs to formula (1) as written. Suppose that the stress wanted is instead the mean stress σ̄ = F/h_f which the film carries after bending. Equation (10) gives

k = [6σ̄h_f/(M_s h_s²)](1 + h)/(1 + mh³). (12)

The first correction is now +h for every m, because the relief of stress is already contained in σ̄. Dividing σ̄ from (12) by σ_m gives

σ̄/σ_m = (1 + mh³)/D = 1 − 4mh + O(h²).

If, on the other hand, the total thickness h_s + h_f is put in place of h_s in (1), the reference curvature falls by (1 + h)². The correction factor becomes

R(1 + h)² = 1 + (3 − 4m)h + O(h²),

and the special ratio moves to m = 3/4. A statement about the accuracy of Stoney's formula therefore has to say which stress and which thickness it uses.

**Thicker films and other limits**

Stoney's formula can also be right at a nonzero thickness. R = 1 requires 1 + h = D. Subtracting 1 and dividing by h,

4m + 6mh + 4mh² + m²h³ = 1. (13)

The left side rises steadily from 4m as h grows. There is one positive solution h* if m < 1/4 and none if m ≥ 1/4. For m < 1/4 the formula underestimates the curvature below h* and overestimates it above. Near the threshold the higher powers can be dropped, so h* ≈ (1 − 4m)/(6m). At m = 0.249 this gives 0.00268, against 0.00267 from the full model. At m = 0.20 it gives 0.167 against 0.151, since the dropped powers now count. As m rises to 1/4, this crossing moves down to h = 0.

For equal moduli, D is the binomial expansion of (1 + h)⁴, and

R = (1 + h)⁻³ at m = 1.

With h = 0.05 this is 0.864, the 13.6% shortfall of the opening. The linear estimate −3h would give 15%.

In the opposite limit, h ≫ 1 and mh ≫ 1, the last term of D dominates and (6) becomes

k → 6 e_m M_s h_s/(M_f h_f²).

This is Stoney's formula with the layers exchanged: the former substrate is now the thin layer that bends the thick one.

**A zirconium film on sapphire**

Zirconium on c-plane sapphire lies close to the special ratio. Rough biaxial moduli are 150 GPa for the film and 600 GPa for the substrate, so m = 0.25. The threefold axis of the sapphire is normal to the plate, which makes its response to equal biaxial strain the same in every in-plane direction. Take a 5 µm film on a 100 µm disc of 10 mm diameter, with e_m = 0.001. Then h = 5/100 = 0.05, and

k_St = 6 × 0.001 × 0.25 × 0.05/(100 × 10⁻⁶ m) = 0.750 m⁻¹,

D = 1 + 0.05 + 0.00375 + 0.000125 + 0.0000004 = 1.053875,

R = 1.05/1.053875 = 0.99632,

k = 0.7472 m⁻¹ = 7.472 × 10⁻¹¹ Å⁻¹.

The radius of curvature is 1.34 m. The change from Stoney's value is −0.368%, and the second-order estimate −(3/2)h² gives −0.375%.

The mismatch stress is 150 GPa × 0.001 = 150 MPa, or 9.36 × 10⁻⁴ eV/Å³. Stoney's formula applied to the bilayer curvature returns 149.4 MPa. The film actually carries a mean stress of 142.3 MPa, with 142.6 MPa at the interface and 142.1 MPa at the top. The formula is thus accurate here for the mismatch stress and 5% too high for the stress in the bent film, as (12) requires.

**What the model leaves out**

One effect left out is in-plane stretching. A flat disc of radius a cannot become spherical without in-plane strain. For a deflection w = kr²/2 the radial strain is u′ + k²r²/2 and the hoop strain u/r, where u is the radial displacement. The stresses

σ_r = Ek²(a² − r²)/16, σ_θ = Ek²(a² − 3r²)/16

satisfy the equilibrium condition d(rσ_r)/dr = σ_θ and vanish radially at the free edge. Hooke's law turns them into strains with ε_r − d(rε_θ)/dr = k²r²/2, as the two strain expressions demand. The energy density is (σ_r² + σ_θ² − 2νσ_rσ_θ)/(2E). Over the disc, the averages of (1 − r²/a²)², (1 − 3r²/a²)² and their cross product are 1/3, 1 and 0. The mean stretching energy per area is therefore Eh_s k⁴a⁴/384. Added to the bending energy M_s h_s³k²/12, it multiplies the restoring moment by

1 + (1 − ν)(ka²/h_s)²/16.

The film's small share of the stiffness is neglected here. With ν = 0.30 the curvature falls by 0.15%, and minimizing the energy of the whole bilayer disc, held to a spherical shape, also gives 0.15%. For a free disc this is the fall in the curvature averaged over the area. The stretching stresses act on the curved plate like a load h_s k(σ_r + σ_θ) per area, which varies with r, so the disc does not stay exactly spherical. Solving the plate equation for this load with a free edge gives a fall at the centre that is 2 + ν times the mean, about 0.35% here. While it is small, the effect grows as the fourth power of the diameter. It equals the thickness correction at about 12.5 mm for the mean curvature, but already near 10 mm for the curvature at the centre. At 50 mm the estimate for the mean would be near 100%, which means that the small-deflection theory has failed.

Weight matters less. Let a disc of flexural rigidity B = M_s h_s³/[12(1 + ν)] rest on its edge under the load q per area. Its deflection is c₂r² + c₄r⁴ plus a constant, with 64Bc₄ = −q. A moment-free edge requires 2c₂(1 + ν) + 4c₄a²(3 + ν) = 0, so the central curvature is

2c₂ = (3 + ν)qa²/[16B(1 + ν)].

For a rough sapphire density of 4000 kg/m³, with the film's weight and stiffness neglected, this is 0.05% of the bilayer curvature; including them raises it to about 0.06%.

The inputs matter more. With a rough expansion difference of 10⁻⁶ K⁻¹, a temperature change of 10 K alters the mismatch strain by 1%. A substrate 1% thicker, with film thickness and mismatch strain held fixed, lowers the curvature by 2.0%. A film modulus 10% higher, at fixed mismatch stress, lowers it by 0.5%, because the linear term no longer cancels. To see the 0.37% correction in this disc, the substrate thickness would have to be known to better than about 0.2%. The modulus ratio matters as well: raising it by 10% changes R by more than the correction itself. The modulus of a real zirconium film depends on its grain texture. Single-crystal elastic constants give about 164 GPa for a film with its basal plane parallel to the surface and about 144 GPa for random grains; on sapphire at about 607 GPa these mean m ≈ 0.27 and 0.24 and corrections of about −0.8% and −0.1%. The 0.37% therefore illustrates the size of the effect for m = 0.25 and does not predict it for a particular film.

On a thicker substrate the same film has a smaller h, and for m ≥ 1/4 the correction is smaller too. For m slightly below 1/4 it need not be, because of the crossing at h*: at m = 0.23 the correction grows from +0.04% on a 100 µm substrate to +0.11% on a 200 µm one. The film stress here is about 0.7 of a rough yield stress of 200 MPa, a value that depends on the film's grain structure, so elastic behaviour is plausible but not assured. The model also assumes that the mismatch is uniform through the film's thickness, which need not be true of a deposited film. Let e_m vary linearly about its mean ē, with Δ its value at the top minus its value at the interface. The variation adds no net force, but it adds M_f Δh_f²/12 to the film's moment, whose leading part is M_f ē h_f h_s/2. The ratio is hΔ/(6ē), and (7) becomes

R = 1 + [1 − 4m + Δ/(6ē)]h + O(h²).

The special ratio shifts to 1/4 + Δ/(24ē). With Δ/ē = 0.5 and h = 0.05 the added term is +0.42%, enough to outweigh the correction just computed.

**What each derivation assumes**

Both routes assume a perfect bond, equal biaxial mismatch, a shallow spherical shape and a region away from the edges. They differ in what is put in and what comes out.

The energy route puts in one linear strain profile through the whole stack, so continuity at the interface is built in, and the balances (3) follow. It needs an elastic energy for both layers. In return it extends directly to graded films, and to large deflection once stretching energy is added. Minimizing this energy numerically, for h from 0.01 to 2 and m from 0.1 to 3, reproduces (2) to about one part in 10¹⁵. That confirms the algebra, though not the assumptions that the energy contains.

The force route puts in the balances and imposes continuity at the interface as a separate condition. Its two halves have different reach. Moment balance alone, taken about the substrate's midplane, reads

∫_film σ z dz = M_s h_s³k/12,

and this needs no elastic law for the film. It holds for a film that has yielded, provided that the substrate stays elastic. For a uniform film stress it gives σ = M_s h_s²k/[6h_f(1 + h)], whatever the film's modulus. The modulus ratio enters with the interface condition (11), which connects the stress present now to the mismatch that caused it. The cancellation at m = 1/4 therefore concerns the inference of an elastic mismatch from curvature. If the stress now in the film is what is wanted, the factor 1 + h has to be kept at every modulus ratio.

The numerical output that follows gives the errors for other thicknesses and modulus ratios.

Numbers as computed

```
Largest relative error of closed formula: 1.1e-15
Modulus ratio with zero first correction: 0.250000
Same, total thickness in Stoney: 0.75000
Second coefficient at ratio 1/4: -1.5000
Relief by contraction, units of m*h: 1.000
Relief by bending, units of m*h: 3.000
Total mean film relief, units of m*h: 4.000
Lever-arm gain, units of h: 1.000
Crossing thickness ratio at m=0.20: 0.1513
Crossing thickness ratio at m=0.249: 0.002673
Curvature relative to Stoney, minus one, in percent:
  m=0.10; h=0.01: 0.592, h=0.05: 2.785, h=0.10: 5.122, h=0.20: 8.380
  m=0.25; h=0.01: -0.015, h=0.05: -0.368, h=0.10: -1.434, h=0.20: -5.370
  m=0.50; h=0.01: -1.010, h=0.05: -5.213, h=0.10: -10.716, h=0.20: -21.895
  m=1.00; h=0.01: -2.941, h=0.05: -13.616, h=0.10: -24.869, h=0.20: -42.130
Example: zirconium on c-plane sapphire, rough values
Film biaxial modulus: 150 GPa
Substrate biaxial modulus: 600 GPa
Film thickness: 5.0 um
Substrate thickness: 100.0 um
Disc diameter: 10.0 mm
Mismatch strain: 0.0010; Poisson ratio: 0.30
Thickness ratio h: 0.0500; modulus ratio m: 0.2500
Stoney curvature: 0.75000 1/m
Bilayer curvature: 0.74724 1/m
Bilayer curvature: 7.47242e-11 1/angstrom
Radius of curvature: 1.3383 m
Factor R: 0.996323; change: -0.3677 percent
Second-order estimate of change: -0.3750 percent
Mismatch stress: 150.00 MPa
Mismatch stress: 9.3623e-04 eV/angstrom^3
Stress inferred by Stoney: 149.448 MPa
Actual mean film stress: 142.336 MPa
Film stress at interface: 142.616 MPa
Film stress at top: 142.056 MPa
Neglected effects on curvature:
Large deflection, disc energy: -0.1479 percent
Large deflection, estimate: -0.1527 percent
Diameter where it equals 1-R: 12.46 mm
Substrate density, rough: 4000 kg/m^3
Weight sag, edge support: 0.0541 percent
Expansion difference, rough: 1.0e-06 1/K
Temperature change: 10 K
Thermal change, magnitude: 1.00 percent
Substrate 1 percent thicker: -1.963 percent
Film modulus +10 percent, fixed mismatch stress: -0.509 percent
Film yield stress, rough: 200 MPa
Interface stress / yield stress: 0.713
```
